Pippard's Attenuation of Longitudinal Sound in a Free-Electron Metal

**Q.** Sound shakes the ions of a metal, and the electrons screen them almost perfectly. If the electrons simply follow the ions, where could any loss come from?

**A.** Screening fixes the electrons' density and mean velocity. It does not fix how their velocities are distributed over the Fermi sphere. The wave distorts that distribution, collisions undo the distortion, and the energy becomes heat.

Take a degenerate free-electron gas with density N, mass m, Fermi velocity v and Fermi momentum p = mv. The algebra is in atomic units: ħ = e = 1 and m = 1, with m left visible. The electron charge is −1. The ions move along x with velocity u exp(iqx − iωt), and the sound speed is v_s = ω/q. Scattering is elastic and isotropic with a constant time τ, so the mean free path is l = vτ. I write

a = ql,  δ = ωτ = a v_s/v.

The wave is weak, and q is small compared with the Fermi wave number k_F, so a semiclassical distribution suffices:

f = f₀ + (−∂f₀/∂ε) ψ(μ) exp(iqx − iωt),

where μ is the cosine of the angle between an electron's velocity and x. Angular averages are ⟨X⟩ = ½∫₋₁¹ X dμ. The density of states, with both spins, is g = 3N/(mv²), so the density change is δn = g⟨ψ⟩.

**Q.** Towards what do collisions relax this distribution? The equilibrium f₀ at rest seems the obvious choice.

**A.** The scatterers move with the lattice. Elastic isotropic scattering randomizes directions in their frame, so the target is a Fermi sphere displaced by mu. It must also hold the local number of electrons, since collisions conserve number. To first order,

ψ_s = ⟨ψ⟩ + pμu.

The second term is collision drag. With F the force on an electron along x, the Boltzmann equation reads

∂f/∂t + vμ ∂f/∂x + F ∂f/∂p_x = −(f − f_s)/τ,

where f_s is the distribution belonging to ψ_s. Since ∂f₀/∂p_x = −vμ(−∂f₀/∂ε), its linear part is

(−iω + iqvμ)ψ − Fvμ = −(ψ − ψ_s)/τ.

Multiplying by τ, inserting ψ_s and setting s = 1 − iδ gives

(s + iaμ)ψ = ⟨ψ⟩ + Hμ,  H = τFv + pu.

**Q.** F is unknown. Do you now assume an electric field?

**A.** No, screening determines it. Ion continuity, −iωδN + iqNu = 0, gives δN = Nqu/ω. For small q the electron density matches this, and dividing by g gives

⟨ψ⟩ = mv²qu/(3ω) = pu a/(3δ).

Averaging the kinetic equation over angles removes the Hμ term:

s⟨ψ⟩ + ia⟨μψ⟩ = ⟨ψ⟩, hence ⟨μψ⟩ = (δ/a)⟨ψ⟩ = pu/3.

The mean electron velocity is gv⟨μψ⟩/N = 3⟨μψ⟩/(mv) = u. The electrons do follow the ions on average.

To find H, divide the kinetic equation by s + iaμ and average. Two integrals are needed. In the first, the odd part of the integrand drops out:

⟨1/(s + iaμ)⟩ = ½∫₋₁¹ s dμ/(s² + a²μ²) = Λ/a,  Λ = arctan(a/s).

The second follows from s/(s + iaμ) + iaμ/(s + iaμ) = 1:

⟨μ/(s + iaμ)⟩ = (1 − sΛ/a)/(ia).

Therefore

⟨ψ⟩(1 − Λ/a) = H(1 − sΛ/a)/(ia),
H = ia⟨ψ⟩ (a − Λ)/(a − sΛ).

Because s = 1 − iδ, we have a − Λ = (a − sΛ) − iδΛ. Dividing H by pu, and using H/(pu) = Fτ/(mu) + 1, gives

Fτ/(mu) = (ia²/3δ)[1 − iδΛ/(a − sΛ)] − 1
 = ia²/(3δ) + a²Λ/[3(a − sΛ)] − 1.

The first term is a quarter period out of phase with u and is an elastic force. The loss comes from the real part of the rest.

**Q.** That real part still contains ωτ through s. Must ωτ be small?

**A.** It is enough that v_s ≪ v. Call the middle term K(s). It is real for real s, so for small δ the term linear in δ is imaginary, and the real part changes by order δ². For large a, where δ need not be small, the small quantity is s/a = 1/a − iv_s/v, and

Λ = π/2 − s/a + …,
Λ/(1 − sΛ/a) = π/2 + (π²/4 − 1)s/a + ….

The term linear in v_s/v is again imaginary. Setting s = 1 thus costs a relative error of order (v_s/v)², and

Re(Fτ/mu) ≈ G(a) = a² arctan a/[3(a − arctan a)] − 1.

A direct solution on an angular grid, with Poisson's equation in place of assumed neutrality, differs from G by at most 1.3×10⁻⁵ relative to G at five values of ql from 0.01 to 100. There (v_s/v)² = 2.5×10⁻⁵, and ωτ reaches 0.5.

**Q.** You used neutrality before knowing the field. Is that consistent?

**A.** It can be checked now. Poisson's equation, with E = −F, gives δN − δn = iqE/(4π) = −iqF/(4π). Insert the large elastic part F = imuq²v²/(3ω) and divide by δN = Nqu/ω:

(δN − δn)/δN = mv²q²/(12πN) = q²/κ²,  κ² = 4πg.

Here κ is the Thomas–Fermi wave number. When screening was deliberately weakened to q²/κ² = 1.0×10⁻⁴, the grid solution gave a mismatch of 9.998×10⁻⁵. In the example below q²/κ² is about 2.6×10⁻¹¹ at ql = 1.

**Q.** How does a force on electrons become damping of the ions? Collisions push on the ions too.

**A.** The field exerts NE = −NF on the ions, per unit volume. Collisions add the momentum that electrons lose to them:

(gp/τ)⟨μ(ψ − ψ_s)⟩ = (gp/τ)(pu/3 − pu/3) = 0,

since ⟨μψ_s⟩ = pu⟨μ²⟩ = pu/3. The net collision force vanishes because the two mean velocities agree. The mean power taken from the wave is then

Q = ½N Re(Fu*) = ½(Nm|u|²/τ) G.

With mass density ρ, the wave carries a mean kinetic energy density ¼ρ|u|² and an equal elastic one, so its energy flux is ½ρ|u|²v_s. The energy attenuation coefficient α is Q divided by this flux:

α = [Nm/(ρv_sτ)] { a² arctan a/[3(a − arctan a)] − 1 }.

This is Pippard's result. The amplitude decays at half this rate.

**Q.** The elastic energy partly belongs to the electrons. I would trust the equation of motion more than an energy argument.

**A.** Let short-range ionic forces supply a stiffness ρc_b². The ion displacement is iu/ω, so

−iωρu = −iρc_b²q²u/ω − NF.

Multiply by iω/(ρu), insert the elastic part of F and its real part muG/τ, and neglect the small reactive correction to F:

ω² = v_s²q² − iωNmG/(ρτ),  v_s² = c_b² + Nmv²/(3ρ).

For weak damping put q = ω/v_s + iα/2. Then v_s²q² ≈ ω² + iωv_sα, and equating the imaginary terms returns the same α. Solving for the complex q numerically gives 2 Im q = 2.1993×10⁻⁸ Å⁻¹ at ql = 1, in agreement with the formula.

**Q.** If the net collision force vanishes, collision drag seems irrelevant. Why not drop it?

**A.** It still sets the target of relaxation. Without it, H = τFv. Neutrality and the kinetic equation fix the same H as before, so Fτ/(mu) rises by one. Counting electric work alone, G becomes G + 1.

That cannot be right. As q → 0 at fixed l the metal moves almost rigidly, yet the loss would tend to the finite value Nm/(ρv_sτ). It is friction against scatterers nailed down in the laboratory. At ql = 0.1 the factor comes out as 1.00266 where the true G is 0.00266, too large by a factor of 377.

The collision force no longer vanishes in this scheme. It is (gp/τ)⟨μψ⟩ = Nmu/τ, and adding it to −NF restores G. Dropping drag from the target and from the force on the ions together is what produces the error.

**Q.** G is a difference of two terms. Could it turn negative?

**A.** No. Multiply the kinetic equation by ψ*, average and take the real part. The terms with −iω and iqvμ are imaginary and drop out:

v Re(F⟨μψ*⟩) = Re⟨ψ*(ψ − ψ_s)⟩/τ.

Multiply by g/2. Since gv⟨μψ*⟩ = Nu*, the left side becomes Q. On the right, ψ − ψ_s has zero average both alone and weighted with μ, so subtracting ψ_s* from ψ* changes nothing:

Q = (g/2τ)⟨|ψ − ψ_s|²⟩ ≥ 0.

The loss is the collisional decay of whatever part of the distribution differs from local equilibrium.

**Q.** What does that part look like when the mean free path is short?

**A.** Expand for a ≪ 1, with arctan a = a − a³/3 + a⁵/5 − a⁷/7 + …:

a² arctan a/[3(a − arctan a)] = (1 − a²/3 + a⁴/5)/(1 − 3a²/5 + 3a⁴/7)
 = (1 − a²/3 + a⁴/5)(1 + 3a²/5 − 12a⁴/175)
 = 1 + 4a²/15 − 12a⁴/175 + ….

The leading one cancels the −1 in G. With a = ωvτ/v_s,

α ≈ 4Nmv²τω²/(15ρv_s³)  (ql ≪ 1).

For the distribution, write ψ − ψ_s = τFvμ + i(δ − aμ)ψ. Insert ψ ≈ ⟨ψ⟩ + pμu on the right, together with the elastic part of F. The terms proportional to a²μ/δ cancel. A remaining term linear in μ must be cancelled by the next part of F, because ⟨μ(ψ − ψ_s)⟩ = 0. What is left is

ψ − ψ_s = ia pu(1/3 − μ²) = −(2ia/3)pu P₂(μ),

with P₂ = (3μ² − 1)/2. As the wave passes, the Fermi sphere is alternately stretched and flattened along the wave direction. Using ⟨P₂²⟩ = 1/5,

Q = (3N/2mv²τ)(4a²/9)(p²|u|²/5) = ½(Nm|u|²/τ)(4a²/15),

as required. This is viscous loss. To see it, take a slow, steady shear flow u_x(y), for which ψ_s = p n_x u_x. The gradient term of the same kinetic equation gives ψ − ψ_s = −τpv n_x n_y du_x/dy. The flux of x-momentum along y, gpv⟨n_x n_y ψ⟩, is then −η du_x/dy with the viscosity

η = gτp²v²⟨n_x²n_y²⟩ = gτp²v²/15 = Nmv²τ/5,

where n_x and n_y are direction cosines averaged over the sphere. The loss above equals ½(4η/3)q²|u|². A longer τ carries momentum farther between layers, so a purer metal damps more in this regime.

**Q.** Then an ever purer metal should damp without limit.

**A.** That law begins to fail once the mean free path reaches about 1/q, roughly a sixth of a wavelength. For a ≫ 1, arctan a = π/2 − 1/a + …, and

a² arctan a/[3(a − arctan a)] = (a/3) arctan a [1 + (arctan a)/a + …]
 = (a/3)[π/2 − 1/a + π²/(4a) + …],

G = πa/6 + π²/12 − 4/3 + ….

Since a/τ = qv, the time τ cancels from the leading term:

α ≈ πNmvω/(6ρv_s²)  (ql ≫ 1).

This is linear in ω and independent of l.

**Q.** The heat is made by collisions, yet the collision time has vanished. How?

**A.** Look at which electrons are disturbed. Subtracting ψ_s from the solution for ψ gives

ψ − ψ_s = pu{ (a/3)[i + aΛμ/(a − sΛ)]/(s + iaμ) − μ }.

When a is large and μ is of order 1/a, the second term in the square bracket and the final −μ are small. Also s + iaμ = 1 + ia(μ − v_s/v), so

|ψ − ψ_s|² ≈ p²|u|²(a²/9)/[1 + a²(μ − v_s/v)²].

This is a peak of height proportional to a² and width of order 1/a, centred on electrons that keep pace with the wave, vμ = v_s. They move nearly parallel to the wavefronts. At the centre of the peak an electron stays at one phase of the field between collisions; at half the peak height its phase drifts by one radian in a time τ. The average over μ is p²|u|²πa/18, and

Q = (3N/2mv²τ)p²|u|²(πa/18) = ½(Nm|u|²/τ)(πa/6).

A longer τ strengthens the response of each such electron but narrows the band and slows the decay. The factors a², 1/a and 1/τ combine to a/τ = qv.

At ql = 100 the band |μ − v_s/v| < 0.05 contains 5.0% of the electrons and 88% of the loss. The peak alone would put (2/π) arctan 5 ≈ 0.87 of its area there.

**Q.** Put numbers in. How wide is the crossover?

**A.** Take a model metal with Fermi energy 10 eV, l = 10⁵ Å, v_s/v = 0.005 and Nm/ρ = 5×10⁻⁵. The prefactor is

Nm/(ρv_sτ) = (Nm/ρ)/[(v_s/v)l] = 5×10⁻⁵/(500 Å) = 1.0×10⁻⁷ Å⁻¹.

At ql = 1 the phonon energy is ħω = ħv_sq = 0.0617 eV Å × 10⁻⁵ Å⁻¹ = 6.17×10⁻⁷ eV, and

G(1) = (π/4)/[3(1 − π/4)] − 1 = 0.220,
α = 2.20×10⁻⁸ Å⁻¹ = 2.20 cm⁻¹.

With l fixed and the frequency varied:

ql = 0.1: α = 2.66×10⁻¹⁰ Å⁻¹, 0.997 of the ω² law
ql = 1: 0.825 of the ω² law, 0.420 of the linear law
ql = 10: α = 4.75×10⁻⁷ Å⁻¹, 0.907 of the linear law
ql = 100: α = 5.19×10⁻⁶ Å⁻¹, 0.990 of the linear law

The limiting laws cross where 4a²/15 = πa/6, at a = 5π/8 ≈ 1.96. The linear law is approached slowly because the constant π²/12 − 4/3 ≈ −0.51 in G fades only as 1/a relative to the leading term.

Now fix q = 10⁻⁵ Å⁻¹ and purify the metal. Raising l from 10³ to 10⁴ Å raises α nearly tenfold, from 2.67×10⁻¹⁰ to 2.66×10⁻⁹ Å⁻¹. Raising it from 10⁶ to 10⁷ Å changes α only from 4.75×10⁻⁸ to 5.19×10⁻⁸ Å⁻¹. The ceiling is

(π/6)(Nm/ρ)(v/v_s)q = 0.5236 × 5×10⁻⁵ × 200 × 10⁻⁵ Å⁻¹ = 5.24×10⁻⁸ Å⁻¹ = 5.24 cm⁻¹.

The numerical output lists the remaining values.

**Q.** How much of this would survive in a real metal?

**A.** The free-electron coefficients 4/15 and π/6 rest on a spherical Fermi surface whose energies respond to strain only through the field and the moving lattice. A real band structure adds strain-dependent energies and a direction-dependent velocity, so the coefficients need not survive. Scattering that favours small angles calls for a different collision term, since one τ no longer describes every distortion.

The derivation also needs k_F l ≫ 1, temperatures far below the Fermi temperature, q ≪ k_F and q ≪ κ, v_s ≪ v, and α ≪ q. For ql ≪ 1 the temperature condition is stricter: k_BT should also be small compared with v_s/v times the Fermi energy, which is 0.05 eV in the example. Otherwise heat conduction by the electrons, left out here, can add noticeably to the small viscous loss. The derivation also leaves out magnetic fields, superconductivity and every loss that does not pass through the electrons.

Calculated quantities

```
INPUTS
Fermi energy = 10.0 eV
mean free path l = 1.0e+05 angstrom
v_s/v = 0.0050, N m/rho = 5.0e-05
DERIVED
k_F = 1.6201 1/angstrom
N = 0.14361 1/angstrom^3
hbar v = 12.345 eV angstrom
hbar v_s = 0.06173 eV angstrom
hbar/tau = 1.2345e-04 eV
kappa = 1.9743 1/angstrom
(q/kappa)^2 at ql=1 = 2.57e-11
N m/(rho v_s tau) = 1.0000e-07 1/angstrom
FREQUENCY SWEEP, l fixed (energy eV, alpha 1/angstrom)
ql | hbar omega | omega tau | G | G kinetic | alpha
0.01 | 6.173e-09 | 5.0e-05 | 2.66660e-05 | 2.66660e-05 | 2.6666e-12
0.1 | 6.173e-08 | 5.0e-04 | 2.65984e-03 | 2.65984e-03 | 2.6598e-10
1 | 6.173e-07 | 5.0e-03 | 2.19931e-01 | 2.19928e-01 | 2.1993e-08
10 | 6.173e-06 | 5.0e-02 | 4.74960e+00 | 4.74954e+00 | 4.7496e-07
100 | 6.173e-05 | 5.0e-01 | 5.18515e+01 | 5.18508e+01 | 5.1851e-06
ql | alpha/(omega^2 law) | alpha/(linear law)
0.01 | 1.0000 | 0.0051
0.1 | 0.9974 | 0.0508
1 | 0.8247 | 0.4200
10 | 0.1781 | 0.9071
100 | 0.0194 | 0.9903
limiting laws cross at ql = 1.9635
PATH SWEEP, q = 1.0e-05 1/angstrom
l (angstrom) | ql | alpha (1/angstrom) | alpha/limit
1e+03 | 0.01 | 2.6666e-10 | 0.0051
1e+04 | 0.1 | 2.6598e-09 | 0.0508
1e+05 | 1 | 2.1993e-08 | 0.4200
1e+06 | 10 | 4.7496e-08 | 0.9071
1e+07 | 100 | 5.1851e-08 | 0.9903
l-independent limit = 5.2360e-08 1/angstrom
the same limit = 5.236 1/cm
alpha at ql=1 = 2.199 1/cm
CHECKS
largest rel. deviation, any-frequency formula = 5.1e-07
largest rel. deviation, Pippard formula = 1.3e-05
2 Im q from ion motion, ql=1: 2.1993e-08 1/angstrom
2 Im q from ion motion, ql=10: 4.7495e-07 1/angstrom
P2 share of departure at ql=0.01 = 0.999974
ql=100, |mu - v_s/v| < 0.05: loss share = 0.881
electron share in that band = 0.050
no drag, electric work only, ql=0.1: G -> 1.00266
overestimate factor there = 377.0
weak screening, (q/kappa)^2 = 1.0e-04: mismatch = 9.998e-05
```
